# The weak-coupling polaron shift in an ideal plane and in bulk, part 2

One electron of isotropic parabolic mass $m$ couples to bulk longitudinal optical (LO) phonons of fixed energy $\hbar\omega$. The question is how far this coupling lowers the band edge, in the bulk and in an ideal plane, where the electron's wavefunction has zero thickness but the phonons remain three-dimensional. The temperature is zero until stated otherwise. The Hamiltonian, with $\mathbf p$ the electron momentum, is

$$H=\frac{\mathbf p^2}{2m}+\sum_{\mathbf q}\hbar\omega\,a_{\mathbf q}^\dagger a_{\mathbf q}
+\sum_{\mathbf q}\left(V_{\mathbf q}a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+V_{\mathbf q}^*a_{\mathbf q}^\dagger e^{-i\mathbf q\cdot\mathbf r}\right).\tag{4}$$

Below, $\mathbf p$ is instead the in-plane part of $\mathbf q=(\mathbf p,q_z)$. The crystal has volume $\Omega=AL$, with area $A$ and thickness $L$. In SI units, with high-frequency and static dielectric constants $\varepsilon_\infty$ and $\varepsilon_s$,

$$r_p=\sqrt{\frac{\hbar}{2m\omega}},\qquad
\alpha=\frac{e^2\kappa}{8\pi\varepsilon_0 r_p\hbar\omega},\tag{9}$$

where $\kappa=1/\varepsilon_\infty-1/\varepsilon_s$, and

$$|V_{\mathbf q}|^2=(\hbar\omega)^2\,\frac{4\pi\alpha r_p}{\Omega q^2}.\tag{10}$$

The second-order shift is

$$\Delta E=-\sum_{\mathbf q}\frac{|V_{\mathbf q}|^2}{\hbar\omega+R_{\mathbf q}}.\tag{11}$$

The recoil energy is $R_{\mathbf q}=\hbar\omega x^2$, with $x=qr_p$ in the bulk and $x=pr_p$ in the plane. The bulk shift is $\Delta E_{3D}=-\alpha\hbar\omega$. For the plane,

$$\sum_{q_z}\frac1{p^2+q_z^2}=\frac L{2\pi}\int_{-\infty}^\infty\frac{dq_z}{p^2+q_z^2}
=\frac L{2\pi}\cdot\frac\pi p=\frac L{2p},\tag{15}$$

$$\Delta E_{2D}=-\alpha\hbar\omega\int_0^\infty\frac{dx}{1+x^2}=-\frac\pi2\,\alpha\hbar\omega.\tag{18}$$

In general, a planar sum weighted with $|V_{\mathbf q}|^2/(\hbar\omega)^2$ becomes $\alpha\int_0^\infty dx$; the mean phonon number is $\pi\alpha/4$. With $\theta$ the angle between $\mathbf q$ and the normal, and $x=qr_p$ for the full wavevector, the planar shift is also

$$\Delta E_{2D}=-\frac{\alpha\hbar\omega}\pi\int_0^\pi\sin\theta\,d\theta
\int_0^\infty\frac{dx}{1+x^2\sin^2\theta}.\tag{20}$$

For the bulk, $\sin^2\theta$ in the denominator is replaced by one. The fraction of either shift beyond a cutoff $X$ in its own $x$ (in-plane for the plane) is

$$1-\frac2\pi\arctan X\simeq\frac2{\pi X}\qquad(X\gg1).\tag{22}$$

### An upper bound and the next order

A change of frame removes the electron coordinate from (4). Phonon phases are chosen to make the couplings real, with $v_{\mathbf q}=|V_{\mathbf q}|/\hbar\omega$. Let $\mathbf x_{\mathbf q}$ be $r_p$ times the part of $\mathbf q$ that causes recoil. The unitary operator $\exp(-i\sum_{\mathbf q}\mathbf q\cdot\mathbf r\,a^\dagger_{\mathbf q}a_{\mathbf q})$, with $\mathbf r$ restricted to the directions open to the electron, replaces the electron momentum by the conserved total momentum minus that of the phonons. At zero total momentum, in units of $\hbar\omega$,

$$h=\Big(\sum_{\mathbf q}\mathbf x_{\mathbf q}a_{\mathbf q}^\dagger a_{\mathbf q}\Big)^2+\sum_{\mathbf q}a_{\mathbf q}^\dagger a_{\mathbf q}+\sum_{\mathbf q}v_{\mathbf q}(a_{\mathbf q}+a_{\mathbf q}^\dagger).\tag{28}$$

Take a coherent trial state with $a_{\mathbf q}|f\rangle=f_{\mathbf q}|f\rangle$ and real $f_{\mathbf q}=f_{-\mathbf q}$. The phonon numbers are independent with Poisson statistics, so the first term averages to $(\sum\mathbf x_{\mathbf q}f_{\mathbf q}^2)^2+\sum x_{\mathbf q}^2f_{\mathbf q}^2$. The first part vanishes by symmetry. What remains is $\sum[(1+x_{\mathbf q}^2)f_{\mathbf q}^2+2v_{\mathbf q}f_{\mathbf q}]$, with minimum

$$\langle h\rangle=-\sum_{\mathbf q}\frac{v_{\mathbf q}^2}{1+x_{\mathbf q}^2}\quad\text{at}\quad f_{\mathbf q}=-\frac{v_{\mathbf q}}{1+x_{\mathbf q}^2}.\tag{29}$$

This is the second-order result. By the variational principle it bounds from above the lowest energy of the model at zero total momentum.

The next term comes from states with two phonons. Let $D_{\mathbf q}=1+x_{\mathbf q}^2$ and $D_{\mathbf q\mathbf q'}=2+|\mathbf x_{\mathbf q}+\mathbf x_{\mathbf q'}|^2$. The first-order amplitudes are $-v_{\mathbf q}/D_{\mathbf q}$, and either phonon of a pair may be emitted first. Fourth-order perturbation theory subtracts the squared pair amplitude over $D_{\mathbf q\mathbf q'}$ and adds a normalization term:

$$\epsilon_4=-\frac12\sum_{\mathbf q\mathbf q'}\frac{v_{\mathbf q}^2v_{\mathbf q'}^2}{D_{\mathbf q\mathbf q'}}\left(\frac1{D_{\mathbf q}}+\frac1{D_{\mathbf q'}}\right)^2+\sum_{\mathbf q}\frac{v_{\mathbf q}^2}{D_{\mathbf q}}\sum_{\mathbf q'}\frac{v_{\mathbf q'}^2}{D_{\mathbf q'}^2}.\tag{30}$$

The factor $\tfrac12$ prevents double counting of pairs. In the plane, the second term is $(\pi/2)(\pi/4)\alpha^2$. In the first, the average over the angle between the wavevectors uses $\langle1/(a+b\cos\phi)\rangle=1/\sqrt{a^2-b^2}$ with $a=2+x^2+y^2$ and $b=2xy$. Numerical integration over $x$ and $y$ then gives $\epsilon_4=-0.0640\,\alpha^2$.

### Numbers for a III-V channel

Round parameters in the regime of an n-type III-V quantum-well channel are $m=0.07\,m_0$, $\hbar\omega=36$ meV, $\varepsilon_\infty=11$ and $\varepsilon_s=13$. They are rough typical values. With $\hbar^2/2m_0=38.1$ meV nm² and $e^2/4\pi\varepsilon_0=1440$ meV nm,

$$r_p=\sqrt{\frac{38.1}{0.07\times36}}\ \text{nm}=3.89\ \text{nm},\qquad
\alpha=\frac{1440\times0.013986}{2\times3.888\times36}=0.0719.\tag{31}$$

The bulk shift is $-0.07194\times36=-2.59$ meV, and the planar shift is $\pi/2$ times this, $-4.07$ meV. Numerical evaluation of the wavevector sum (11), with the recoil appropriate to each case, gives the same values and the ratio 1.570796. The mean phonon number in the plane, $\pi\alpha/4$, is 0.057. The $\alpha^2$ energy is $-0.012$ meV, or 0.3% of the planar shift. The coupling is weak, and the larger corrections come from the other idealizations.

For a cubic lattice constant $a=0.56$ nm, (22) with $X=\pi r_p/a$ puts 2.9% of the planar shift beyond the in-plane wavevector $\pi/a$. The output line "Shift beyond zone boundary" refers to this in-plane cut. It is not an upper limit on the share outside the Brillouin zone, because phonons with small $p$ and large $q_z$ also lie outside the zone and contribute to the planar shift. Cutting the radial integral in (20) at the boundary of the fcc zone of a III-V crystal, direction by direction, removes about 5% of the planar shift and 1.5% of the bulk shift, which lowers their ratio to about 1.51. Nonparabolicity is a further correction. In the dispersion $E(1+E/E_g)=\hbar^2k^2/2m$, the relative correction to the electron energy at $E=\hbar\omega$ is $\hbar\omega/E_g$, which is 0.026 for a gap $E_g=1400$ meV. This figure does not give the correction to the shift itself. At large wavevector this dispersion becomes linear, and the continuum integral for the shift then diverges logarithmically, so the correction depends on where the integral is cut off. With the cut at $\pi/a$ and the coupling left unchanged, the integral in (18) grows by about 15%. This is only an indication of size, because the coupling itself changes with the Bloch functions at such wavevectors.

### A well of finite width

Let hard walls confine the electron to a width $w=Wr_p$, with subband wavefunctions $\varphi_n(z)$. The phonons are still those of the bulk. Emission may now leave the electron in any subband, at the extra cost $e_n=(n^2-1)\pi^2/W^2$ in units of $\hbar\omega$. The sum over $q_z$ in (15) acquires the factor $e^{iq_z(z-z')}$, which changes its value to $(L/2p)\,e^{-p|z-z'|}$. The shift divided by the bulk shift is then

$$R=\sum_{n\ge1}\int_0^\infty\frac{F_n\,dx}{1+e_n+x^2},\quad
F_n=\iint\varphi_n\varphi_1\,\varphi_n'\varphi_1'\,e^{-x|z-z'|/r_p}dz\,dz'.\tag{32}$$

The primes on wavefunctions mark the argument $z'$. Each $F_n$ is a weighted integral of $|\langle n|e^{iq_zz}|1\rangle|^2$, so $F_n\ge0$. Completeness, $\sum_n\varphi_n(z)\varphi_n(z')=\delta(z-z')$, gives $\sum_nF_n=1$ for every $x$. Because $e_n\ge0$, it follows that

$$R\le\int_0^\infty\frac{dx}{1+x^2}=\frac\pi2.\tag{33}$$

Within this model, the ideal plane is the limit that a finite well cannot exceed. As $W\to0$, $F_1\to1$, while the higher subbands together contribute at most $\pi/(2\sqrt{1+e_2})$, which vanishes in proportion to $W$. In a wide well, the subbands become a continuum that restores recoil along $z$, and $R$ tends to one.

With the example's $r_p$, (32) gives $R=1.34$, 1.21, 1.11, 1.04 and 1.01 for widths of 2, 5, 10, 20 and 50 nm. At 10 nm the shift is $-2.87$ meV, much closer to the bulk value than to the planar one. The lowest subband alone would give $-2.39$ meV, less in magnitude than the bulk shift, so the higher subbands cannot be dropped.

Barrier penetration widens the well. The hard-wall ground level is 53.7 meV. For a 300 meV barrier and the same mass in it, the wavefunction decays over $r_p\sqrt{36/(300-53.7)}=1.49$ nm. Adding this length on each side gives an effective width of 13.0 nm and a shift of $-2.79$ meV. This is an estimate, since the level itself drops in a softer well. For narrow wells the hard-wall ratios do not carry over to such a barrier. The hard-wall level grows as $1/w^2$ and reaches about 1340 meV at 2 nm, far above 300 meV. The electron then spreads into the barriers, and the shift stays closer to the bulk value than the hard-wall ratio 1.34 suggests.

### Temperature

At temperature $T$ each mode holds $N=1/(e^{\hbar\omega/k_BT}-1)$ phonons on average. Emission gains the factor $N+1$. Absorption, with weight $N$, leads to a state at relative energy $x^2-1$. The planar shift of the band edge becomes

$$\Delta E_{2D}(T)=-\alpha\hbar\omega\left[(N+1)\frac\pi2+N\,\mathrm P\!\!\int_0^\infty\frac{dx}{x^2-1}\right].\tag{34}$$

The antiderivative of the last integrand is $\tfrac12\ln|(x-1)/(x+1)|$. It vanishes at both limits, and the contributions from the points $1\pm\eta$ cancel as $\eta\to0$. The principal value is therefore zero. The bulk has the same integrals multiplied by $2/\pi$, so at this order the ratio $\pi/2$ survives heating.

Real absorption gives the level a width, $\hbar$ times the golden-rule rate:

$$\Gamma=2\pi\alpha N\hbar\omega\int_0^\infty\delta(x^2-1)\,dx=\pi\alpha N\hbar\omega.\tag{35}$$

At 300 K, $k_BT=25.85$ meV and $N=0.331$. The planar shift is $1.3306\times(-4.068)=-5.41$ meV, with a width of 2.69 meV. These values belong to an electron at the band edge, whereas thermal electrons have kinetic energies of order $k_BT$.

### Other electrons

Let a low-temperature electron gas of sheet density $n_s$ fill the plane up to $k_F=\sqrt{2\pi n_s}$, with two spins, and let $x_F=k_Fr_p<1$. Two changes follow in second order. The electron at the band edge can no longer make virtual transitions into filled states. It also blocks the virtual transitions that other electrons of its spin would make into its own state, with denominators $1-x^2$. Both reduce the lowering:

$$\Delta E_{2D}=-\alpha\hbar\omega\left[\frac\pi2-\arctan x_F-\operatorname{artanh}x_F\right].\tag{36}$$

At $n_s=10^{11}$ cm⁻², $x_F=0.308$ and the Fermi energy is 3.4 meV. The two losses are 0.77 and 0.82 meV, and the shift falls from $-4.07$ to $-2.47$ meV. Formula (36) diverges at $x_F=1$, where the Fermi energy equals $\hbar\omega$ and perturbation theory fails. For these parameters the density is then $1.05\times10^{12}$ cm⁻².

The gas also screens the coupling. An electron at rest responds to a perturbation of frequency $\Omega_0$ and wavevector $q$ with strength $2\varepsilon_q/[\varepsilon_q^2-(\hbar\Omega_0)^2]$, where $\varepsilon_q=\hbar^2q^2/2m$. A virtual phonon decays in imaginary time, so a suitable measure is the response at $\Omega_0=i\omega$ and $q=1/r_p$. Multiplied by $n_s$ and the planar Coulomb interaction $e^2/2\varepsilon_0\varepsilon_\infty q$, and averaged over the occupied states, it gives a dielectric function of 1.08. This value belongs to one wavevector and one frequency. At the same wavevector, screening is stronger at lower frequencies: for an electron at rest, the static response at $q=1/r_p$ is twice the one used here. Formula (36) omits screening, so its result is not a quantitative shift for the gas.

### The result beside a real channel

The mass, phonon energy and dielectric constants above are ordinary for a III-V channel, but $10^{11}$ cm⁻² is a low density for a transistor in its on state, where densities of order $10^{12}$ cm⁻² are typical. Zero thickness is one assumption that every real channel breaks, and filling of the band is of similar size already at $10^{11}$ cm⁻². A hard-wall width of 10 nm moves the empty-band shift from $-4.07$ to $-2.87$ meV. At on-state densities the one-electron formula is no longer a controlled estimate. Confined and interface phonons, which replace bulk modes in a layered structure, are omitted and have not been sized. A measured bulk band edge already contains the bulk shift, so, with the subband level computed from the bare mass $m$ of (4), what confinement adds is the difference: $-1.48$ meV for the ideal plane and $-0.28$ meV for the 10 nm well, at zero temperature in an empty band. A measured mass also contains the coupling. For a slow bulk electron of wavevector $\mathbf k$ the denominator in (11) becomes $\hbar\omega(1+x^2-2r_p\mathbf k\cdot\mathbf x)$, and expansion in $k$ gives the shift $-\alpha\hbar\omega(1+k^2r_p^2/6)$, that is, a mass $m(1+\alpha/6)$. A 53.7 meV level computed with this mass is already lower by $53.7\,\alpha/6=0.64$ meV, and the correction left for the 10 nm well is then about $+0.37$ meV. All of these are small beside $k_BT$ at 300 K. The numerical output below lists the main values used here.

## Numbers as computed

```
Mass: 0.07 m0
Phonon energy: 36.0 meV
Dielectric constants, high/static: 11 / 13
kappa: 0.013986
Polaron length r_p: 3.888 nm
Coupling alpha: 0.07194
Bulk shift, formula: -2.5897 meV
Bulk shift, wavevector sum: -2.5897 meV
Plane shift, formula: -4.0679 meV
Plane shift, wavevector sum: -4.0679 meV
Ratio of the two sums: 1.570796
pi/2: 1.570796
Plane minus bulk: -1.4782 meV
alpha^2 coefficient, plane: -0.0640
alpha^2 energy, plane: -0.0119 meV
Well 2 nm, shift over bulk shift: 1.3432
Well 5 nm, shift over bulk shift: 1.2078
Well 10 nm, shift over bulk shift: 1.1074
Well 20 nm, shift over bulk shift: 1.0409
Well 50 nm, shift over bulk shift: 1.0084
Example well width: 10.0 nm
Example well shift: -2.868 meV
Lowest subband alone: -2.391 meV
Barrier height: 300 meV
Hard-wall ground level: 53.7 meV
Decay length in barrier: 1.49 nm
Effective width: 12.97 nm
Shift at effective width: -2.790 meV
Temperature of use: 300 K
Thermal energy kT: 25.85 meV
Phonon occupation: 0.3306
Plane shift at that temperature: -5.413 meV
Level width from absorption: 2.689 meV
Sheet density: 1.0e+11 cm^-2
Fermi energy at low temperature: 3.42 meV
Fermi wavevector times r_p: 0.3082
Loss, own transitions blocked: 0.774 meV
Loss, others' transitions blocked: 0.825 meV
Plane shift with filled states: -2.469 meV
Density where Fermi energy = hw: 1.05e+12 cm^-2
Screening, dielectric function minus 1: 0.0843
Lattice constant: 0.56 nm
Shift beyond zone boundary: 2.92 percent
Band gap: 1400 meV
Phonon energy over gap: 0.0257
```
